# Finite longitudinal slope without zone-centre splitting in a polar monolayer: verification in Python

```python
"""
Result under test: an isolated polar monolayer has no LO-TO splitting at q = 0,
but its longitudinal optical branch starts with the finite slope
    v = S / (2 w0),   S = 2 pi Z^2 / (A mu),
and in the strictly two-dimensional sheet model
    w_LO^2 = w0^2 + S q / (1 + r q),   r = 2 pi alpha.
Z: Born charge, A: cell area, mu: reduced mass, w0: zone-centre frequency,
alpha: electronic polarizability per area, q: in-plane wavenumber.
Hartree atomic units inside; nm, meV and km/s in the output.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erfc, jv

pi = np.pi
NM = 1e-9 / const.physical_constants["Bohr radius"][0]
MEV = 1e-3 / const.physical_constants["Hartree energy in eV"][0]
DALTON = const.atomic_mass / const.m_e
KMS = const.physical_constants["atomic unit of velocity"][0] / 1e3
LIGHT = 1 / const.fine_structure

# Round model parameters, roughly those of monolayer hexagonal boron nitride
a = 0.25 * NM
mass_cation, mass_anion = 11 * DALTON, 14 * DALTON
born_charge = 2.7
r = 0.75 * NM
w0 = 170 * MEV
thickness = 0.33 * NM
eps_substrate = 2.0
gate_depth = 10 * NM
supercell = 2.0 * NM
linewidth = 1.0 * MEV
temperature = 300.0

area = np.sqrt(3) / 2 * a**2
mu = mass_cation * mass_anion / (mass_cation + mass_anion)
S = 2 * pi * born_charge**2 / (area * mu)
v = S / (2 * w0)


def sheet_frequency(q, field_factor=1.0):
    """Longitudinal frequency; field_factor scales the vacuum sheet field."""
    x = q * field_factor
    return np.sqrt(w0**2 + S * x / (1 + r * x))


# ---- Field of a polarization wave, by summing retarded dipole fields ----
def sheet_field(q, k0, height):
    """Longitudinal and transverse field above a unit polarization wave."""
    length = 80.0
    rho = np.linspace(0, 5.6 * length, 60001)
    x2 = (rho / length)**2
    window = (1 + x2 + x2**2 / 2) * np.exp(-x2)   # smooth convergence factor
    dist = np.sqrt(rho**2 + height**2)
    near = 1 / dist**3 - 1j * k0 / dist**2
    far = k0**2 / dist
    j0 = jv(0, q * rho)
    sin2 = (j0 + jv(2, q * rho)) / 2              # azimuthal mean, sine squared
    cos2 = j0 - sin2
    fields = []
    for mean in (cos2, sin2):
        f = j0 * (far - near) + (rho / dist)**2 * mean * (3 * near - far)
        f = 2 * pi * rho * window * np.exp(1j * k0 * dist) * f
        fields.append(simpson(f, x=rho))
    return fields


for q, k0 in ((0.7, 0.0), (1.0, 0.6), (0.4, 1.0)):
    kappa = np.conj(np.sqrt(complex(q**2 - k0**2)))  # outgoing waves
    decay = np.exp(-kappa * 0.5)
    field_long, field_trans = sheet_field(q, k0, 0.5)
    assert abs(field_long + 2 * pi * kappa * decay) < 1e-4
    assert abs(field_trans - 2 * pi * k0**2 / kappa * decay) < 1e-4


# ---- Potential of a charged sheet with a substrate or a metal gate ----
def sheet_potential(q, eps_below, depth, height=20.0, step=0.005):
    """Finite-difference Poisson solution at the sheet, grounded far ends."""
    n_below, n_above = round(depth / step), round(height / step)
    eps = np.ones(n_below + n_above)
    eps[:n_below] = eps_below
    pair = eps[:-1] + eps[1:]
    bands = np.zeros((3, len(pair)))
    bands[1] = pair / step**2 + q**2 * pair / 2
    bands[0, 1:] = -eps[1:-1] / step**2
    bands[2, :-1] = -eps[1:-1] / step**2
    source = np.zeros(len(pair))
    source[n_below - 1] = 4 * pi / step
    return solve_banded((1, 1), bands, source)[n_below - 1]


substrate_factor = 2 / (1 + eps_substrate)
assert abs(sheet_potential(1.0, 1.0, 20.0) / (2 * pi) - 1) < 1e-4
assert abs(sheet_potential(1.0, eps_substrate, 20.0) / (2 * pi)
           - substrate_factor) < 1e-4
assert abs(sheet_potential(1.0, 1.0, 0.7) / (2 * pi)
           - (1 - np.exp(-1.4))) < 1e-4

# ---- Microscopic honeycomb lattice with local fields ----
lattice = a * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
recip = 2 * pi * np.linalg.inv(lattice).T
basis = lattice.sum(axis=0) / 3                   # cation to anion
unit = np.eye(2)


def grid(n, vectors):
    i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    return np.column_stack((i.ravel(), j.ravel())) @ vectors


def dipole_sum(q_vec, tau):
    """Ewald sum of exp(iq.r) grad grad (1/r), without the point r = 0."""
    eta = 1.5 / a
    pos = grid(7, lattice) + tau
    dist = np.linalg.norm(pos, axis=1)
    keep = dist > 1e-8
    pos, dist = pos[keep], dist[keep]
    gauss = 2 * eta / np.sqrt(pi) * np.exp(-(eta * dist)**2)
    first = -erfc(eta * dist) / dist**2 - gauss / dist
    second = (2 * erfc(eta * dist) / dist**3 + 2 * gauss / dist**2
              + 2 * eta**2 * gauss)
    phase = np.exp(1j * pos @ q_vec)
    weight = phase * (second - first / dist) / dist**2
    total = np.einsum("n,na,nb->ab", weight, pos, pos)
    total = total + np.sum(phase * first / dist) * unit
    g_vec = grid(7, recip)
    k_vec = g_vec - q_vec
    k = np.linalg.norm(k_vec, axis=1)
    k = np.where(k > 0, k, 1.0)                   # zero vector adds nothing
    weight = 2 * pi / (area * k) * erfc(k / (2 * eta))
    weight = weight * np.exp(1j * g_vec @ tau)
    total = total - np.einsum("n,na,nb->ab", weight, k_vec, k_vec)
    if not np.all(keep):
        total = total + 4 * eta**3 / (3 * np.sqrt(pi)) * unit
    return total


def brute_dipole_sum(q_vec, tau):
    """The same sum taken directly in real space with a smooth cutoff."""
    length = 80 * a
    pos = grid(510, lattice) + tau
    d2 = np.sum(pos**2, axis=1)
    keep = (d2 > 1e-12) & (d2 < (5.5 * length)**2)
    pos, d2 = pos[keep], d2[keep]
    x2 = d2 / length**2
    weight = (1 + x2 + x2**2 / 2) * np.exp(-x2 + 1j * (pos @ q_vec))
    out = np.zeros((2, 2), complex)
    for i in range(2):
        for j in range(2):
            tensor = 3 * pos[:, i] * pos[:, j] / d2**2.5
            if i == j:
                tensor = tensor - d2**-1.5
            out[i, j] = np.sum(weight * tensor)
    return out


test_q = 0.3 / a * np.array([np.cos(0.3), np.sin(0.3)])
for tau in (np.zeros(2), basis):
    error = dipole_sum(test_q, tau) - brute_dipole_sum(test_q, tau)
    assert np.max(abs(error)) < 1e-6

zero = np.zeros(2)
sum_same = dipole_sum(zero, zero)[0, 0].real
sum_other = dipole_sum(zero, basis)[0, 0].real
# Bare lattice parameters that carry the chosen macroscopic ones
cell_polarizability = area * r / (2 * pi)
anion_alpha = cell_polarizability / (1 + cell_polarizability * sum_same)
ion_charge = born_charge / (1 + cell_polarizability * sum_other)
spring = (mu * w0**2 + ion_charge**2 * sum_other
          * (1 + cell_polarizability * sum_other)) / 3
bonds = np.array([basis, basis - lattice[0], basis - lattice[1]])


def lattice_eigenvalues(q_vec):
    """Squared in-plane frequencies from the full dynamical matrix."""
    same, cross = dipole_sum(q_vec, zero), dipole_sum(q_vec, basis)
    gradient = ion_charge * (sum_same - sum_other)  # static, at the anion
    bond_phase = np.sum(np.exp(1j * bonds @ q_vec))
    diagonal = (3 * spring * unit - ion_charge**2 * same
                + ion_charge * gradient * unit)
    off = -spring * bond_phase * unit + ion_charge**2 * cross
    force = np.block([[diagonal, off], [off.conj().T, diagonal]])
    to_field = np.hstack((ion_charge * cross.conj(),
                          -ion_charge * same + gradient * unit))
    response = np.linalg.inv(unit / anion_alpha - same)
    force = force - to_field.conj().T @ response @ to_field
    root_mass = np.sqrt([mass_cation] * 2 + [mass_anion] * 2)
    return np.linalg.eigvalsh(force / np.outer(root_mass, root_mass))


def lattice_optical(q_vec):
    return np.sqrt(lattice_eigenvalues(q_vec)[2:])  # transverse, longitudinal


assert np.allclose(lattice_optical(zero), w0, rtol=1e-9)
for edge in (recip[0] / 2, (2 * recip[0] + recip[1]) / 3):
    assert lattice_eigenvalues(edge)[0] > 0       # the lattice is stable

h = 2e-4
lattice_slopes = []
for angle in (0.0, 0.3, pi / 2):
    direction = np.array([np.cos(angle), np.sin(angle)])
    f1, f2, f4 = [(lattice_optical(n * h * direction) - w0) / (n * h)
                  for n in (1, 2, 4)]
    slope_trans, slope_long = (8 * f1 - 6 * f2 + f4) / 3
    assert abs(slope_long / v - 1) < 1e-3
    assert abs(slope_trans / v) < 1e-3
    lattice_slopes.append(slope_long)

# Electronic screening of a slowly varying field by the clamped lattice
stiffness = [1 / anion_alpha - dipole_sum(np.array([n * h, 0.0]), zero)[0, 0].real
             for n in (0, 1, 2)]
ratio = [(stiffness[n] / stiffness[0] - 1) / (n * h) for n in (1, 2)]
lattice_r = 2 * ratio[0] - ratio[1]
assert abs(lattice_r / r - 1) < 1e-3

# ---- Expansion and group velocity of the sheet model ----
bend = r + v / (2 * w0)
small = 1e-5
measured_bend = (1 - (sheet_frequency(small) - w0) / (v * small)) / small
assert abs(measured_bend / bend - 1) < 1e-3
q_ten = 0.1 / bend


def group_velocity(q):
    return S / (2 * sheet_frequency(q) * (1 + r * q)**2)


for q in (0.01, 0.05):
    numeric = (sheet_frequency(q + 1e-5) - sheet_frequency(q - 1e-5)) / 2e-5
    assert abs(numeric / group_velocity(q) - 1) < 1e-5


# ---- Stacks of layers: isolation is what closes the gap ----
def stack_enhancement(layers, qd):
    n = np.arange(layers)
    return np.linalg.eigvalsh(np.exp(-qd * abs(n[:, None] - n)))[-1]


five_layers = stack_enhancement(5, 1e-4)
assert abs(five_layers - 5) < 5e-3
# A finite stack misses the infinite one by about (pi/(N q d))^2 = 0.15 %
assert abs(stack_enhancement(800, 0.1) * np.tanh(0.05) - 1) < 4e-3
supercell_w = np.sqrt(w0**2 + 2 * S / (supercell + 2 * r))
q_tiny = 1e-3 / supercell
images = np.sum(np.exp(-q_tiny * supercell * abs(np.arange(-30000, 30001))))
assert abs(sheet_frequency(q_tiny, images) / supercell_w - 1) < 1e-5


# ---- Retardation ----
def retarded_frequency(q):
    def mismatch(w):
        kappa = np.sqrt(max(q**2 - (w / LIGHT)**2, 0.0))
        return w**2 - w0**2 - S * kappa / (1 + r * kappa)
    return brentq(mismatch, w0, min(LIGHT * q, 2 * w0), xtol=1e-17, rtol=1e-14)


q_light = w0 / LIGHT
q_one = q_light / np.sqrt(0.02)                  # retardation costs about 1 %
loss_one = 1 - (retarded_frequency(q_one) - w0) / (sheet_frequency(q_one) - w0)
assert abs(loss_one - 0.01) < 1e-3
start = retarded_frequency(q_light * (1 + 1e-8))
assert abs(start / w0 - 1) < 1e-6
w = complex(w0)
for _ in range(60):
    k = w / LIGHT
    w = np.sqrt(w0**2 - 1j * S * k / (1 - 1j * r * k))
radiative_width = -2 * w.imag
assert abs(radiative_width * LIGHT / S - 1) < 1e-2

# ---- Size of neglected effects at one wavenumber ----
q_ref = 0.1 / NM
shift = sheet_frequency(q_ref) - w0
z = (np.arange(600) + 0.5) / 600 * thickness
form = np.mean(np.exp(-q_ref * abs(z[:, None] - z)))
assert abs((1 - form) / (q_ref * thickness / 3) - 1) < 0.02
gate_factor = 1 - np.exp(-2 * q_ref * gate_depth)


def change(frequency):
    return 100 * ((frequency - w0) / shift - 1)


lattice_ref = lattice_optical(np.array([q_ref, 0.0]))
x = w0 / MEV * 1e-3 * const.e / (const.k * temperature)
occupation = 1 / np.expm1(x)
heat = x**2 * np.exp(x) / np.expm1(x)**2

print("INPUT (round, rough model values)")
print(f"lattice constant a = {a/NM:.2f} nm")
print(f"masses = {mass_cation/DALTON:.0f}, {mass_anion/DALTON:.0f} u")
print(f"Born charge Z = {born_charge:.1f} e")
print(f"screening length r = {r/NM:.2f} nm")
print(f"zone-centre energy = {w0/MEV:.1f} meV")
print("DERIVED")
print(f"cell area = {area/NM**2:.5f} nm^2 = {area:.3f} bohr^2")
print(f"reduced mass = {mu/DALTON:.3f} u = {mu:.1f} m_e")
print(f"w0 = {w0:.6e} hartree")
print(f"S = {S:.4e} a.u. = {S/MEV**2/NM:.1f} meV^2 nm")
print(f"slope v = {v:.5e} a.u.")
print(f"slope v = {v/MEV/NM:.2f} meV nm = {v*KMS:.2f} km/s")
print("LATTICE MODEL")
print(f"bare ion charge = {ion_charge:.4f} e")
print(f"anion polarizability = {anion_alpha:.3f} bohr^3")
print(f"bond spring = {spring:.4f} hartree/bohr^2")
for name, value in zip(("0", "0.3", "pi/2"), lattice_slopes):
    print(f"slope, angle {name} rad = {value/MEV/NM:.4f} meV nm")
print(f"r from lattice screening = {lattice_r/NM:.4f} nm")
print("BRANCH: q(1/nm), linear, sheet, lattice LO, lattice TO (meV); vg(km/s)")
for q_nm in (0.01, 0.05, 0.1, 0.2, 0.5, 1.0):
    q = q_nm / NM
    trans, longi = lattice_optical(np.array([q, 0.0])) / MEV
    print(f"{q_nm:.2f} {(w0+v*q)/MEV:.3f} {sheet_frequency(q)/MEV:.3f} "
          f"{longi:.3f} {trans:.3f} {group_velocity(q)*KMS:.2f}")
print("WINDOW OF THE LINEAR LAW")
print(f"light line at w0: q = {q_light*NM:.3e} 1/nm")
print(f"retardation costs {100*loss_one:.2f} % at q = {q_one*NM:.3e} 1/nm")
print(f"bending length r + v/(2 w0) = {bend/NM:.4f} nm")
departure = 1 - (sheet_frequency(q_ten) - w0) / (v * q_ten)
print(f"bending costs {100*departure:.2f} % at q = {q_ten*NM:.4f} 1/nm")
print(f"radiative width at q=0 = {radiative_width/MEV:.4f} meV")
print(f"CHANGES OF THE LO SHIFT AT q = {q_ref*NM:.1f} 1/nm")
print(f"sheet shift = {shift/MEV:.4f} meV")
print(f"retardation: {change(retarded_frequency(q_ref)):.4f} %")
print(f"thickness {thickness/NM:.2f} nm: "
      f"{change(sheet_frequency(q_ref, form)):.2f} %")
print(f"lattice LO against sheet: {change(lattice_ref[1]):.2f} %")
print(f"substrate eps {eps_substrate:.1f}: "
      f"{change(sheet_frequency(q_ref, substrate_factor)):.2f} %")
print(f"metal gate at {gate_depth/NM:.0f} nm: "
      f"{change(sheet_frequency(q_ref, gate_factor)):.2f} %")
print("STACKING, LINEWIDTH AND HEAT")
print(f"five layers: slope times {five_layers:.3f}")
print(f"supercell {supercell/NM:.1f} nm: false LO = {supercell_w/MEV:.2f} meV")
print(f"false gap = {(supercell_w-w0)/MEV:.2f} meV")
print(f"v q = {linewidth/MEV:.1f} meV width at q = {linewidth/v*NM:.4f} 1/nm")
print(f"occupation at {temperature:.0f} K = {occupation:.3e}")
print(f"heat capacity per mode = {heat:.4f} k_B")
print("finished without a failed check")
```

Printed output:

```
INPUT (round, rough model values)
lattice constant a = 0.25 nm
masses = 11, 14 u
Born charge Z = 2.7 e
screening length r = 0.75 nm
zone-centre energy = 170.0 meV
DERIVED
cell area = 0.05413 nm^2 = 19.329 bohr^2
reduced mass = 6.160 u = 11229.0 m_e
w0 = 6.247385e-03 hartree
S = 2.1104e-04 a.u. = 8269.1 meV^2 nm
slope v = 1.68900e-02 a.u.
slope v = 24.32 meV nm = 36.95 km/s
LATTICE MODEL
bare ion charge = 0.4666 e
anion polarizability = 13.287 bohr^3
bond spring = 0.1922 hartree/bohr^2
slope, angle 0 rad = 24.3210 meV nm
slope, angle 0.3 rad = 24.3210 meV nm
slope, angle pi/2 rad = 24.3210 meV nm
r from lattice screening = 0.7500 nm
BRANCH: q(1/nm), linear, sheet, lattice LO, lattice TO (meV); vg(km/s)
0.01 170.243 170.241 170.241 170.000 36.35
0.05 171.216 171.168 171.165 170.000 34.09
0.10 172.432 172.248 172.236 169.998 31.56
0.20 174.864 174.178 174.136 169.993 27.27
0.50 182.161 178.625 178.422 169.958 18.60
1.00 194.321 183.372 182.776 169.833 11.19
WINDOW OF THE LINEAR LAW
light line at w0: q = 8.615e-04 1/nm
retardation costs 1.00 % at q = 6.092e-03 1/nm
bending length r + v/(2 w0) = 0.8215 nm
bending costs 9.09 % at q = 0.1217 1/nm
radiative width at q=0 = 0.0419 meV
CHANGES OF THE LO SHIFT AT q = 0.1 1/nm
sheet shift = 2.2476 meV
retardation: -0.0035 %
thickness 0.33 nm: -1.01 %
lattice LO against sheet: -0.53 %
substrate eps 2.0: -31.60 %
metal gate at 10 nm: -12.64 %
STACKING, LINEWIDTH AND HEAT
five layers: slope times 4.999
supercell 2.0 nm: false LO = 183.37 meV
false gap = 13.37 meV
v q = 1.0 meV width at q = 0.0411 1/nm
occupation at 300 K = 1.396e-03
heat capacity per mode = 0.0604 k_B
finished without a failed check
```
